# The Paschen minimum from Townsend ionization and secondary emission

## Problem

Two wide, parallel metal plates a distance $d$ apart enclose a gas at pressure $p$. A voltage $V$ between them produces the uniform field $E=V/d$. A weak external source, such as ultraviolet light on the cathode, releases a few electrons. Two processes multiply them.

- **Ionization in the gas.** The electron current grows by the fraction $\alpha\,dz$ over a distance $dz$ towards the anode, where
$$\frac{\alpha}{p}=A\,\exp\!\left(-\frac{Bp}{E}\right)$$
and $A$ and $B$ are constants of the gas.
- **Secondary emission.** Each positive ion that reaches the cathode releases $\gamma$ electrons on average, with $\gamma$ constant.

Attachment, recombination, sideways losses and space charge are neglected, and $\alpha$ depends on the local field alone. Pressures are referred to a fixed temperature of 293 K, because collisions depend on gas density.

(a) Why is an exponential in $p/E$ a reasonable form for $\alpha/p$, and why must $A$ and $B$ still be fitted?

(b) Find the steady current and the condition for a discharge that needs no external source.

(c) Find the breakdown voltage as a function of $pd$. Where is it lowest, and what are $V$ and $E/p$ there?

(d) Explain the minimum physically and find the shape of the curve around it.

(e) Evaluate the result for mercury vapour with $d=0.5$ cm and the rough values $A=20$ cm⁻¹ Torr⁻¹, $B=370$ V cm⁻¹ Torr⁻¹ and $\gamma=0.01$. The vapour is at 420 K. Judge how far the numbers can be trusted.

## Hints

1. For (a), ask how probable it is that an electron flies far enough without a collision to gain the ionization energy. Then ask whether a newborn electron can ionize at once.
2. For (b), the sum of electron and ion currents is the same at every position. No ions enter from the anode.
3. For (c), the breakdown condition fixes the value of $\alpha d$. Write everything in terms of $x=pd$ before differentiating.
4. For (d), consider the number of ionizations that one electron makes per volt of potential it crosses.

## Solution

### (a) The ionization law

Take a simple picture: electrons fly along the field, every collision stops them, and a collision ionizes if the electron has gained at least the ionization energy. With ionization voltage $V_i$, this needs a free flight of length at least $\ell_i=V_i/E$. If the mean free path is $\lambda$, a flight exceeds $\ell_i$ with probability $e^{-\ell_i/\lambda}$. There are $1/\lambda$ collisions per unit length, so one electron makes
$$\frac1\lambda\exp\!\left(-\frac{V_i}{E\lambda}\right)$$
ionizing collisions per unit length. Since $\lambda$ is inversely proportional to density, write $1/\lambda=ap$. The count divided by $p$ is then $a\exp(-aV_ip/E)$, which has the stated form.

The coefficient $\alpha$, however, is the growth rate of a whole population, and newborn electrons also start from rest. Let the number of flights starting per unit length grow as $e^{kz}$. A flight starting at $z$ is the successor of one that started at $z-s$ and ended at $z$. That earlier flight leaves one electron if $s<\ell_i$ and two if $s>\ell_i$. Dividing the balance by $e^{kz}$ gives
$$1=\int_0^\infty\frac{e^{-s/\lambda}}{\lambda}e^{-ks}\,ds+\int_{\ell_i}^\infty\frac{e^{-s/\lambda}}{\lambda}e^{-ks}\,ds
=\frac{1+e^{-(1+k\lambda)\ell_i/\lambda}}{1+k\lambda}.$$
Multiplying by $1+k\lambda$ and subtracting 1,
$$k\lambda=\exp\!\left[-(1+k\lambda)\frac{\ell_i}{\lambda}\right].$$
For $\ell_i=\lambda$ the ionization count is 0.3679 per mean free path, while the growth rate is 0.2785. A simulation of random flights reproduces both numbers.

Thus $k/p$ still depends on $E/p$ alone, but it is not the simple exponential. The law in the problem is a two-parameter fit to measured growth, and $B/A$ need not equal $V_i$. For the mercury values $B/A=18.5$ V, whereas $V_i$ is about 10.4 V.

### (b) Steady current and breakdown condition

Let $z$ run from the cathode ($z=0$) to the anode ($z=d$), and let $J_e$ and $J_i$ be the magnitudes of the electron and ion currents. Electrons and positive ions move in opposite directions and have opposite charges, so their currents add. In the steady state the sum $J=J_e+J_i$ is independent of $z$.

From $dJ_e/dz=\alpha J_e$, with $\alpha$ constant in the uniform field,
$$J_e(d)=J_e(0)\,e^{\alpha d}.$$
No ions enter at the anode, so $J_i(d)=0$ and $J=J_e(d)$. At the cathode the ion current is therefore
$$J_i(0)=J-J_e(0)=J_e(0)\left(e^{\alpha d}-1\right).$$
One electron leaving the cathode thus produces $e^{\alpha d}-1$ ions. The subtraction of 1 removes the original electron, which left no ion in the gas.

The electron current leaving the cathode consists of the external part $J_0$ and the secondary part:
$$J_e(0)=J_0+\gamma J_i(0)=J_0+\gamma\left(e^{\alpha d}-1\right)J_e(0).$$
Collecting the terms in $J_e(0)$ and multiplying by $e^{\alpha d}$,
$$J=\frac{J_0\,e^{\alpha d}}{1-M},\qquad M=\gamma\left(e^{\alpha d}-1\right).$$
Here $M$ is the mean number of secondary electrons per electron leaving the cathode. For $M<1$ successive generations shrink and the current stops when the source is removed. For $M>1$ they grow on average, and the formula, which would give a negative current, no longer describes a steady state. The threshold is $M=1$:
$$e^{\alpha d}=1+\frac1\gamma,\qquad \alpha d=L,\qquad L\equiv\ln\!\left(1+\frac1\gamma\right).$$

As a test, the two current equations were solved on a grid for $\gamma=0.01$. At $\alpha d=3$ the grid gives $J/J_0=24.824$ and the formula 24.823. The grid current diverges at $\alpha d=4.6150$, compared with $L=4.6151$.

### (c) The breakdown curve and its minimum

Because $E=V/d$, the exponent is $Bp/E=Bpd/V$. With $x=pd$ the threshold $\alpha d=L$ becomes
$$Ax\,e^{-Bx/V}=L.$$
Divide by $Ax$, take the logarithm and change the sign:
$$\frac{Bx}{V}=\ln\frac{Ax}{L}\quad\Longrightarrow\quad V=\frac{Bx}{\ln(Ax/L)}.$$
Pressure and gap enter through their product alone. This is Paschen's law. A positive, finite $V$ requires $Ax>L$. For smaller $x$ no voltage suffices in this model, since $\alpha d$ cannot exceed $Apd$ however strong the field.

To find the minimum, put $q=\ln(Ax/L)$, for which $dq/dx=1/x$. The quotient rule gives
$$\frac{dV}{dx}=B\,\frac{q-x\,(1/x)}{q^2}=B\,\frac{q-1}{q^2}.$$
The slope is negative for $0<q<1$ and positive for $q>1$, so $q=1$ is the single minimum of the curve. There $Ax/L=e$, where $e$ is the base of natural logarithms, and
$$\boxed{(pd)_{\min}=\frac{e}{A}\ln\!\left(1+\frac1\gamma\right)}$$
Setting the logarithm in $V$ equal to 1 gives the other two results:
$$V_{\min}=B\,(pd)_{\min}=\frac{eB}{A}\ln\!\left(1+\frac1\gamma\right),\qquad \left(\frac Ep\right)_{\min}=\frac{V_{\min}}{(pd)_{\min}}=B.$$
The cathode affects the position and height of the minimum through $L$. The reduced field there is a property of the gas, as long as $\gamma$ is constant.

### (d) Meaning and shape

Since $d=V/E$, the threshold can be written $(\alpha/E)V=L$. The ratio $\alpha/E$ is the number of ionizations per electron and per volt. With $w=p/E$,
$$\frac{\alpha}{E}=Aw\,e^{-Bw},\qquad \frac{d}{dw}\left(\frac{\alpha}{E}\right)=A(1-Bw)\,e^{-Bw}.$$
The derivative changes from positive to negative at $w=1/B$, where $\alpha/E$ has its largest value $A/(eB)$. The voltage needed is then smallest, $V=L\,eB/A$, as found above.

At fixed voltage and gap, too low a pressure gives too few collisions. Too high a pressure leaves the electrons too little energy between collisions. The best compromise is $p=E/B$.

For the shape, set $x=u\,(pd)_{\min}$. Then $Ax/L=eu$, whose logarithm is $1+\ln u$, and
$$\frac{V}{V_{\min}}=\frac{u}{1+\ln u}.$$
Near the minimum let $u=1+\delta$, so that $\ln u\approx\delta-\delta^2/2$. To second order,
$$\frac{V}{V_{\min}}\approx(1+\delta)\left(1-\delta+\tfrac32\delta^2\right)\approx1+\tfrac12\delta^2.$$
A 10 percent error in $pd$ therefore raises the voltage by about 0.5 percent. Farther away the curve is lopsided. It diverges at $u=1/e$, while for large $u$ the logarithm makes it rise more slowly than in proportion to $u$: at $u=5$ the voltage is only 1.9 times the minimum.

### (e) Mercury vapour

With $\gamma=0.01$, $L=\ln101=4.615$. Hence
$$(pd)_{\min}=\frac{2.718\times4.615}{20}=0.627\ \text{Torr cm},$$
$$V_{\min}=370\times0.627=232\ \text{V}.$$
Direct numerical minimization of the voltage that satisfies $M=1$ gives the same two values.

For the 0.5 cm gap the optimum pressure is $0.627/0.5=1.25$ Torr and the field is 464 V/cm. The ionization coefficient is $\alpha=20\times1.255/e=9.23$ cm⁻¹. The growth exponent across the gap is thus $\alpha d=4.6$, and one electron leaving the cathode, together with its descendants, leaves 100 ions. As part (a) showed, $\alpha d$ need not equal the number of ionizations made by that first electron itself. Each ionization costs $eB/A=50.3$ V of potential, about five times the ionization voltage.

**Temperature.** The pressure of 1.25 Torr refers to 293 K. To have the same density at 420 K, the gauge must read $1.255\times420/293=1.80$ Torr. A rough estimate of the saturation pressure at 420 K, from a boiling point of 630 K and a heat of vaporization of 59 kJ/mol, is 2.7 Torr. Tabulated values are nearer 2.5 Torr. The vapour required for $\gamma=0.01$ can therefore exist without condensing. The margin is small: for $\gamma=0.001$ the minimum in this gap would need about 2.7 Torr at 420 K, and the vapour would have to be hotter.

**Comparison with a real gap.** The coefficients are rough, and the fit is usable for $E/p$ between roughly 200 and 600 V cm⁻¹ Torr⁻¹. On the breakdown curve this corresponds to $pd$ from 1.47 down to 0.43 Torr cm. The minimum lies inside this range. So does the point at twice the optimum $pd$, where $V=274$ V. At half the optimum the formula gives 378 V, but $E/p$ is then about 1200 V cm⁻¹ Torr⁻¹, so that value is an extrapolation. The same holds for the left limit $L/A=0.23$ Torr cm.

Another uncertain input is $\gamma$, which depends on the cathode surface. With $A$ and $B$ held fixed:

| $\gamma$ | $(pd)_{\min}$ (Torr cm) | $V_{\min}$ (V) |
|---|---|---|
| 0.1 | 0.33 | 121 |
| 0.01 | 0.63 | 232 |
| 0.001 | 0.94 | 347 |

A tenfold error in $\gamma$ moves the voltage by about half of its value at $\gamma=0.01$. The figure of 232 V is therefore an estimate of size, not a prediction for a particular tube. Older tables list measured minima for mercury vapour of roughly 330 to 520 V, depending on the cathode metal. With the same $A$ and $B$ these would need $\gamma$ between about $10^{-3}$ and $3\times10^{-5}$, so $\gamma=0.01$ is probably too high for mercury and 232 V too low.

**Sideways spread.** An electron crosses the gap in the time $t=d/(\mu E)$, where $\mu$ is its mobility. Diffusion with coefficient $D$ spreads the avalanche sideways by about $\sqrt{4Dt}=\sqrt{4(D/\mu)d/E}$. With the rough value $D/\mu=4$ V this is 0.13 cm. Sideways losses are small if the plates are many times wider than that.

**Space charge.** If the 100 ions of one avalanche are placed in a cloud of radius $1/\alpha=0.11$ cm, their field at its edge is about $10^{-3}$ V/cm, negligible beside 464 V/cm. This supports the neglect of space charge as long as few avalanches overlap. It does not cover currents very close to the threshold, where the factor $1/(1-M)$ becomes large even for a weak source, or the discharge after breakdown. In both cases ions from many avalanches can accumulate.

## Variation 1: a delay before the first ionization

*An electron leaving the cathode at rest cannot ionize before it has crossed the potential $V_i$. How does this move the minimum?*

Shorten the multiplication length by $V_i/E$, so that the threshold becomes $\alpha(d-V_i/E)=L$. Since $V_i/(Ed)=V_i/V$,
$$Ax\,e^{-Bx/V}\left(1-\frac{V_i}{V}\right)=L.$$
Hold $V>V_i$ fixed and vary $x$. The factor $x\,e^{-Bx/V}$ has derivative $(1-Bx/V)\,e^{-Bx/V}$, so it peaks at $x=V/B$ with the value $V/(eB)$. The largest possible left side is
$$\frac{AV}{eB}\left(1-\frac{V_i}{V}\right)=\frac{A(V-V_i)}{eB}.$$
Breakdown is possible at some $x$ if this is at least $L$. The lowest such voltage and its $pd$ are
$$V_{\min}=\frac{eBL}{A}+V_i,\qquad (pd)_{\min}=\frac{V_{\min}}{B}=\frac{eL}{A}+\frac{V_i}{B}.$$
The minimum voltage rises by $V_i$, while $E/p=B$ is unchanged. For mercury, 232.1 V becomes 242.5 V, a rise of 4.5 percent, and $pd$ goes from 0.627 to 0.655 Torr cm.

This sizes the effect but does not settle it. The length $V_i/E$, which is 0.022 cm at the field of 464 V/cm found in (e), is the shortest distance in which an electron starting at rest can gain the ionization energy. It is not a lower bound on the length to subtract from $d$, because the sharp cut-off is a simplification. In the free-flight picture of (a), the number of electrons obeys $dN/dz=(e^{-\ell_i/\lambda}/\lambda)\,N(z-\ell_i)$ for $z>\ell_i$, and far from the cathode $N\approx e^{\alpha z}/(1+\alpha\ell_i)$. The length to subtract is then $\ln(1+\alpha\ell_i)/\alpha$, about $0.91\,\ell_i$ here, and the minimum voltage rises by about 9.4 V instead of 10.4 V.

## Variation 2: secondary emission that depends on the field

*Suppose $\gamma=\gamma_0\,(y/B)^s$ with $y=E/p$ and $s>0$. Where is the minimum now?*

Now $L$ depends on $y$. From $Ax\,e^{-B/y}=L(y)$ and $V=xy$,
$$x=\frac{L\,e^{B/y}}{A},\qquad \ln V=\ln y+\ln L+\frac By-\ln A.$$
Since $L=\ln(1+\gamma)-\ln\gamma$,
$$\frac{dL}{d\gamma}=\frac1{1+\gamma}-\frac1\gamma=-\frac{1}{\gamma(1+\gamma)},\qquad \frac{d\gamma}{dy}=\frac{s\gamma}{y},$$
and the chain rule gives $dL/dy=-s/[(1+\gamma)y]$. Setting the derivative of $\ln V$ to zero,
$$\frac1y-\frac{s}{(1+\gamma)L\,y}-\frac{B}{y^2}=0
\quad\Longrightarrow\quad
y=\frac{B}{1-\dfrac{s}{(1+\gamma)L}},$$
with $\gamma$ and $L$ taken at the new $y$. The equation is therefore solved by iteration or numerically. For $s=0$ it returns $y=B$.

This condition finds stationary points, which need not be the lowest point of the curve. For $s>1$ the assumed $\gamma$ grows so fast with the field that the model's voltage tends to zero as $pd\to0$. A stationary point is then at most a local minimum, and for $\gamma_0=0.01$ and $s=2$ there is no local minimum at all. Such a power law can only be used over a limited range of $E/p$.

Take $s=1$ and $\gamma_0=0.01$ for the mercury gap. A numerical search for the lowest breakdown voltage between $pd=0.02$ and 20 Torr cm finds $E/p=478$ V cm⁻¹ Torr⁻¹, in agreement with the stationary condition. There $pd=0.473$ Torr cm and $V=226$ V. Relative to constant $\gamma$, the voltage falls by 2.6 percent but $pd$ falls by 25 percent.

The large shift in $pd$ has two sources. In $x=L\,e^{B/y}/A$, the higher field reduces $L$ from 4.615 to 4.36 and reduces the exponential factor from $e=2.718$ to $e^{370/478}=2.17$. The second reduction is the larger. The factor $e$ in the boxed result thus rests on a constant $\gamma$. When $\gamma$ varies with the field, the minimum voltage in this example is much less affected than the pressure at which it occurs.

## Table of computed values

```
A = 20 1/(cm Torr), rough
B = 370 V/(cm Torr), rough
gamma = 0.01, rough; gap = 0.5 cm
L = ln(1+1/gamma) = 4.6151
threshold alpha*d from current grid = 4.6150
current gain at alpha*d=3, grid = 24.824
current gain at alpha*d=3, formula = 24.823
left limit of pd = 0.2308 Torr cm
pd at minimum, numerical = 0.6273 Torr cm
pd at minimum, e*L/A = 0.6273 Torr cm
minimum voltage, numerical = 232.09 V
minimum voltage, e*B*L/A = 232.09 V
E/p at minimum = 370.00 V/(cm Torr)
voltage at half the optimum pd = 378.2 V
voltage at twice the optimum pd = 274.1 V
least volts per ionization = 50.29 V
pressure at minimum, 293 K reference = 1.255 Torr
field at minimum = 464.2 V/cm
alpha at minimum = 9.230 1/cm
ions per avalanche = 100.0
gamma 0.1: pd = 0.3259 Torr cm, V = 120.6 V
gamma 0.001: pd = 0.9390 Torr cm, V = 347.4 V
vapour temperature = 420 K
gauge pressure at that temperature = 1.80 Torr
rough saturation pressure there = 2.7 Torr
gas density at minimum = 4.13e+16 1/cm3
B/A = 18.5 V; ionization = 10.4 V
Free flights, threshold = one mean free path (per path):
  ionizations, simulated = 0.3679
  ionizations, formula = 0.3679
  population growth, simulated = 0.2785
  population growth, formula = 0.2785
Neglected effects:
  starting delay length = 0.0224 cm
  with delay: V = 242.49 V, pd = 0.6554 Torr cm
  delay raises V by 4.5 percent
  gamma proportional to E/p, equal to 0.01 at E/p = B:
    V = 226.1 V, pd = 0.4727 Torr cm
    E/p = 478.3 V/(cm Torr)
    change of V = -2.6 percent
    change of pd = -24.6 percent
  sideways spread (D/mobility 4 V, rough) = 0.131 cm
  field of one avalanche's ions = 1.2e-03 V/cm
  fit edge E/p 600 V/(cm Torr): pd = 0.428 Torr cm, V = 257 V
  fit edge E/p 200 V/(cm Torr): pd = 1.468 Torr cm, V = 294 V
```
